# Threshold mass ratio of the positive-donor bound exciton with correlated Gaussians

## Binding threshold of an exciton on a positive donor

Suppose a variational calculation for an exciton on an ionised donor, at an electron-to-hole mass ratio of 0.44, returns an energy slightly above that of a neutral donor and a free hole. One must decide whether to report an unbound complex or to enlarge the basis. A threshold near 0.43 would support the first choice. The calculation below gives a lower bound of 0.4540, so the second is right: at 0.44 the complex is bound, and the basis has missed it.

### The model and its threshold

A fixed charge \(+e\) at the origin interacts with an electron of mass \(m_e\) and a hole of mass \(m_h\). Both bands are isotropic, parabolic and non-degenerate, and a static dielectric constant \(\varepsilon\) screens all Coulomb forces. Lengths are measured in \(a^*=a_0\,\varepsilon/(m_e/m_0)\) and energies in \(\mathrm{Ha}^*=\mathrm{Ha}\,(m_e/m_0)/\varepsilon^2\), where \(m_0\) is the free-electron mass. With \(\sigma=m_e/m_h\),

\[
H(\sigma)=T_e+\sigma T_h+V,\qquad T_i=-\tfrac12\nabla_i^2,\qquad
V=-\frac1{r_e}+\frac1{r_h}-\frac1{r_{eh}} .
\]

The neutral donor with a distant hole has energy \(-1/2\). The bare donor with a distant exciton has energy \(-1/[2(1+\sigma)]\), because the reduced mass is \(1/(1+\sigma)\); this is higher. The continuous spectrum starts at the lowest fragment energy, so the complex is bound if the lowest energy \(E(\sigma)\) lies below \(-1/2\).

If \(\psi\) is the normalised bound state at \(\sigma\), it is a trial function at any \(\sigma'<\sigma\):

\[
E(\sigma')\le\langle\psi|H(\sigma')|\psi\rangle
=E(\sigma)-(\sigma-\sigma')\langle T_h\rangle<E(\sigma).
\]

Binding at one ratio therefore implies binding at every smaller one, and a single critical ratio \(\sigma_c\) separates the two regimes.

That \(\sigma_c\) is finite needs an argument. Let \(\phi=e^{-r_e}/\sqrt\pi\) be the donor state, and write \(\psi=\phi f(\mathbf r_h)+\chi\) with \(\chi\) orthogonal to \(\phi\) at each \(\mathbf r_h\). Set \(U=1/r_h-1/r_{eh}\).

- In the \(\phi f\) part, the average of \(U\) is \(e^{-2r_h}(1+1/r_h)>0\), so this part contributes at least \(\sigma\langle f|T_h|f\rangle\).
- In the \(\chi\) part, the electron lies at least \(3/8\) above \(-1/2\), while \(\sigma T_h-1/r_{eh}\ge-1/(2\sigma)\). For \(\sigma\ge4\) the sum is at least \(1/4\).
- The cross term is at least \(-2\|\chi\|\,\|U\phi f\|\).

Since \(x^2/4-2xy\ge-4y^2\),

\[
\langle\psi|H+\tfrac12|\psi\rangle\ge\sigma\langle f|T_h|f\rangle-4\|U\phi f\|^2 .
\]

The triangle inequality gives \(|U|\le r_e/(r_hr_{eh})\). Hardy's inequality, \(\int|g|^2/r^2\le4\int|\nabla g|^2\), applied to \(g=r_e\phi\) about the hole position, gives

\[
\int\phi^2\frac{r_e^2}{r_{eh}^2}\,d^3r_e\le4\cdot4\int_0^\infty r^2(1-r)^2e^{-2r}dr=4 .
\]

Applied again to \(f\), it gives \(\|U\phi f\|^2\le4\int|f|^2/r_h^2\le16\int|\nabla f|^2=32\langle f|T_h|f\rangle\). The form is then at least \((\sigma-128)\langle f|T_h|f\rangle\), so \(\sigma_c\le128\). This is crude, but it proves that a threshold exists.

### The threshold as an eigenvalue

A trial function proves binding at \(\sigma\) if \(\langle T_e+V+\tfrac12\rangle+\sigma\langle T_h\rangle<0\). Solving for \(\sigma\) and taking the best function,

\[
\sigma_c=\sup_\psi\frac{\langle\psi|A|\psi\rangle}{\langle\psi|T_h|\psi\rangle},
\qquad A=-(T_e+V+\tfrac12).
\]

For \(\psi=\sum_jc_j\chi_j\), making the quotient stationary gives \(\mathbf A\mathbf c=\lambda\,\mathbf T_h\mathbf c\). Apart from rounding, the largest \(\lambda\) is a lower bound on \(\sigma_c\), obtained without a scan over mass ratios.

Let \(\psi_c\) be the threshold function, with \((A-\sigma_cT_h)\psi_c=0\), and let \(\psi=\psi_c+\eta\). The terms linear in \(\eta\) vanish, and since \(A-\sigma_cT_h=-(H(\sigma_c)+\tfrac12)\),

\[
\sigma_c-\lambda=\frac{\langle\eta|H(\sigma_c)+\tfrac12|\eta\rangle}{\langle\psi|T_h|\psi\rangle}. \tag{1}
\]

The error is of second order in the error of the function.

### Matrix elements

The basis functions are \(\exp(-ar_e^2-br_h^2-cr_{eh}^2)=\exp(-\mathbf r^{T}\!A_g\mathbf r)\), where \(\mathbf r=(\mathbf r_e,\mathbf r_h)\) and

\[
A_g=\begin{pmatrix}a+c&-c\\-c&b+c\end{pmatrix}.
\]

They are normalisable if \(a+c>0\) and \(ab+ac+bc>0\). This permits some negative \(b\), which pushes the hole away from the donor.

For two functions let \(M=A_g+A_g'\). Each Cartesian direction contributes \(\pi/\sqrt{\det M}\), so the overlap is \(S=(\pi^2/\det M)^{3/2}\). In the normalised product density each direction has second moments \(\tfrac12(M^{-1})_{jk}\), hence \(\langle\mathbf r_j\cdot\mathbf r_k\rangle=\tfrac32(M^{-1})_{jk}\). The gradient with respect to particle \(i\) is \(-2(A_g\mathbf r)_i\) times the function, so

\[
\langle T_i\rangle=\tfrac12\cdot4\cdot\tfrac32\,(A_gM^{-1}A_g')_{ii}S=3(A_gM^{-1}A_g')_{ii}S .
\]

For a distance \(x=|w_e\mathbf r_e+w_h\mathbf r_h|\), put \(\zeta=w^TM^{-1}w\). The density of this vector is \((\pi\zeta)^{-3/2}e^{-x^2/\zeta}\), and

\[
\Big\langle\frac1x\Big\rangle=S\,\frac{4\pi}{(\pi\zeta)^{3/2}}\int_0^\infty x\,e^{-x^2/\zeta}dx=\frac{2S}{\sqrt{\pi\zeta}} .
\]

The choices \(w=(1,0),(0,1),(1,-1)\) give the three Coulomb terms.

### The tail at threshold

Far from the donor the electron is in \(\phi\), and the hole amplitude \(f\) obeys \(-(\sigma/2)\nabla^2f=-Bf\), where \(B=-\tfrac12-E\) is the binding energy. Thus \(f=Ce^{-\kappa r}/r\) with \(B=\sigma\kappa^2/2\). At threshold \(f=C/r\): its norm diverges, but its kinetic energy beyond radius \(R\) is finite,

\[
\tfrac12\int_R^\infty\frac{C^2}{r^4}\,4\pi r^2dr=\frac{2\pi C^2}{R}.
\]

The polarisation potential, which falls as \(r^{-4}\), changes this tail by a relative amount of order \(r^{-2}\).

The approach to threshold follows from \(dE/d\sigma=\langle T_h\rangle\). For small \(\kappa\) the norm comes mainly from the tail, \(4\pi C^2\int e^{-2\kappa r}dr=2\pi C^2/\kappa=1\), so \(C^2=\kappa/2\pi\). If \(t\) is the value of \(\langle T_h\rangle\) for the threshold function with \(C=1\), then \(dE/d\sigma\simeq\kappa t/2\pi\). Differentiating \(E=-\tfrac12-\sigma\kappa^2/2\) gives \(-\sigma\kappa\,d\kappa/d\sigma\) to leading order. Equating the two,

\[
\kappa\simeq s(\sigma_c-\sigma),\qquad s=\frac{t}{2\pi\sigma_c}. \tag{2}
\]

The binding energy thus vanishes quadratically. An energy calculation with error \(\epsilon\) loses the bound state once \(\sigma\kappa^2/2<\epsilon\), which displaces the apparent threshold by \(\sqrt{2\epsilon/\sigma_c}/s\). With \(s\) of order 1, as estimated below, and \(\epsilon=10^{-4}\), the displacement is two to three hundredths. This is how the calculation in the opening goes wrong.

Equation (1) also prices a basis that confines the hole. Keep \(f=C/r\) up to \(R\), continue it as \(C(2/r-1/R)\) up to \(2R\), and set it to zero beyond. The error \(\eta\) is \(\phi\) times a function of slope \(\mp C/r^2\) outside \(R\), with kinetic energy \(2\pi C^2/R\). Dividing \(\sigma_c\,2\pi C^2/R\) by \(C^2t=2\pi\sigma_csC^2\) gives a loss of about \(1/(sR)\), a slow decrease.

If the donor function in the basis has energy \(-\tfrac12+\delta\), the tail adds a cost of about \(\delta\,4\pi C^2R\), that is \(2\delta R/(\sigma_cs)\) in \(\lambda\). The sum

\[
\Delta\sigma\approx\frac1s\left(\frac1R+\frac{2\delta R}{\sigma_c}\right)
\]

is smallest at \(R=\sqrt{\sigma_c/2\delta}\), where it equals \(2\sqrt{2\delta/\sigma_c}/s\). Because the cut-off tail is only a trial form, this overestimates the loss, but it gives the right order: a donor error of \(10^{-6}\) would cost a few thousandths.

The donor function was therefore built from 25 Gaussians with exponents \(0.02\times1.9^k\), \(k=0,\dots,24\), and coefficients of lowest energy found by inverse iteration in 50-digit arithmetic. This gives \(\delta=9.2\times10^{-10}\), an optimum range of about \(1.6\times10^4\) and a loss of order \(10^{-4}\). The function was multiplied by 17 hole Gaussians with exponents \(10^{-8}\times3^k\), the widest of which has length \(10^4\).

### Stochastic selection

The 17 tail functions form the starting basis, and correlated Gaussians are added one at a time. Let \(u_i\) be the current eigenvectors, orthonormal with respect to \(T_h\), with eigenvalues \(\lambda_0>\lambda_1>\dots\). For a candidate \(g\), let \(q_i=\langle u_i|T_h|g\rangle\) and \(p_i=\langle u_i|A|g\rangle\). The part of \(g\) outside the basis has squared length \(n=\langle g|T_h|g\rangle-\sum q_i^2\). Once normalised, it has the elements

\[
h_i=\frac{p_i-\lambda_iq_i}{\sqrt n},\qquad
d=\frac{\langle g|A|g\rangle-2\sum p_iq_i+\sum\lambda_iq_i^2}{n}.
\]

In the enlarged eigenproblem, row \(i\) reads \(\lambda_ix_i+h_iy=\lambda x_i\), so \(x_i=h_iy/(\lambda-\lambda_i)\). The last row, \(\sum h_ix_i+dy=\lambda y\), then gives

\[
\lambda-d=\sum_i\frac{h_i^2}{\lambda-\lambda_i}.
\]

Above \(\lambda_0\) the left side rises and the right side falls from infinity, so for \(h_0\ne0\) there is one root, found by bisection. A candidate is thus ranked without a new diagonalisation.

The procedure is:

1. Draw 100 candidates. Half have exponents uniform in the logarithm, and half are randomly rescaled copies of functions already chosen. Some of the fresh ones receive a negative \(b\).
2. Reject those with \(n<10^{-4}\langle g|T_h|g\rangle\), which are nearly dependent on the basis.
3. Add the candidate with the largest root, diagonalise, and repeat up to 100 functions.
4. Remove each function in turn and replace it by the best of itself and up to 50 rescaled copies.

Replacing \(A\) by \(-H(\sigma)\) and \(T_h\) by the overlap turns the same procedure into an energy minimisation. A second set of 100 functions was grown in this way at \(\sigma=0.134\), and the two sets were then joined.

### Reading the bounds

| Free Gaussians | Lower bound on \(\sigma_c\) |
|---|---|
| 10 | 0.4204 |
| 25 | 0.4443 |
| 50 | 0.4514 |
| 100 | 0.4537 |
| 100, refined | 0.4539 |
| 200, joined | 0.4540 |

Hence \(\sigma_c\ge0.4540\), and the least hole mass that binds is at most \(2.203\,m_e\). Before rounding, the last two gains are 0.00026 and 0.00012, which suggests that the remaining error is a few units in the fourth decimal. That is an estimate; the method gives no close upper bound.

Removing the 11 tail functions with exponents below \(10^{-3}\) from the refined basis, with its free Gaussians unchanged, lowers the bound from 0.4539 to 0.4287. The widest tail function left has length 24, for which \(1/(sR)\) gives 0.04, the same order as the observed 0.025. A value near 0.43 is thus what this basis yields when the hole is confined.

A different basis shows the same weakness. Take the perimetric coordinates \(x=r_e+r_h-r_{eh}\), \(y=r_e+r_{eh}-r_h\), \(z=r_h+r_{eh}-r_e\), and products of Laguerre polynomials of total degree up to 12 times \(e^{-(x+y+0.4z)/2}\), with integrals by Gauss–Laguerre quadrature. These 455 functions describe short distances well but have no very long tail, and their direct bound is 0.4356. Their energies at four ratios give, through \(B=\sigma\kappa^2/2\):

| \(\sigma\) | \(B\) (Ha*) | \(\kappa\) (1/\(a^*\)) |
|---|---|---|
| 0.414 | 0.000251 | 0.0348 |
| 0.394 | 0.000618 | 0.0560 |
| 0.374 | 0.001154 | 0.0785 |
| 0.354 | 0.001885 | 0.1032 |

The slopes between neighbours are 1.06, 1.13 and 1.23, decreasing towards threshold. The rows nearest threshold are not converged: a basis with a long hole tail raises \(B\) to 0.000263 at 0.414 (\(\kappa=0.0357\)) and to 0.000620 at 0.394, which lowers the first slope to 1.02. Their limit there, \(s\) in equation (2), is therefore smaller than 1.06. The joined Gaussian basis gives \(B=0.00009\) at \(\sigma=0.43\), hence \(\kappa=0.020\) and a mean slope of about 0.85 from there to 0.4540. The value 1 used in the estimates thus gives only orders of magnitude. A quadratic fit of \(\sigma\) against \(\kappa\) reaches \(\kappa=0\) at 0.450. This is not a bound, and it lies 0.004 below one, so the extrapolation is off by at least that much. Two things contribute: energies from a confined basis are too high near threshold, which makes \(\kappa\) too small, and a quadratic is only an approximation to the true relation between \(\sigma\) and \(\kappa\). With converged energies at the same four ratios the fit reaches 0.452, so each cause accounts for about half of the gap.

Away from threshold the joined Gaussian basis gives \(B\) as a fraction of the donor energy: 0.080 at \(\sigma=0.1\), 0.033 at 0.2, 0.010 at 0.3, 0.0010 at 0.4 and 0.0002 at 0.43. In the opposite limit, \(\sigma\to0\), the hole becomes a second fixed charge and the complex becomes the hydrogen molecular ion. For small \(\sigma\) the hole oscillates radially about the minimum of that ion's energy curve \(W(r_h)\), with zero-point energy \(\tfrac12\sqrt{\sigma W''}\). The binding energy therefore first drops by an amount proportional to \(\sqrt\sigma\), and it ends quadratically at \(\sigma_c\).

### An example in the regime of gallium arsenide

Take the rough values \(m_e=0.067\,m_0\), \(m_h=0.5\,m_0\) and \(\varepsilon=12.9\), so that \(\sigma=0.067/0.5=0.134\). Then

\[
\mathrm{Ha}^*=\frac{27.211\times0.067}{12.9^2}=0.010956\ \text{eV},\qquad
a^*=\frac{0.052918\times12.9}{0.067}=10.19\ \text{nm},
\]

or 101.9 angstrom. The donor energy is half of \(\mathrm{Ha}^*\), 0.0055 eV. The Gaussian energy is \(-0.530377\), so

\[
B=0.030377\times0.010956\ \text{eV}=0.000333\ \text{eV},
\]

or 6% of the donor energy. A Laguerre basis of the same size with weight \(e^{-1.5(x+y+z)/2}\) gives \(-0.530386\), which changes \(B\) by 0.03%. In its wave function the mean distances are 18.7 nm from donor to electron, 30.9 nm from donor to hole and 26.7 nm from electron to hole.

The donor energy is close to the roughly 0.006 eV of shallow donors in gallium arsenide. The hole is the weak point of the model, because the real valence band is degenerate and warped. With rough Luttinger parameters \(\gamma_1=7.0\), \(\gamma_2=2.1\), \(\gamma_3=2.9\), the heavy-hole mass is \(1/(\gamma_1-2\gamma_2)=0.357\,m_0\) along [100] and \(1/(\gamma_1-2\gamma_3)=0.833\,m_0\) along [111]. Used as isotropic masses, they give \(B=0.00021\) and 0.00051 eV. The mass \(1/\gamma_1=0.143\,m_0\), whose inverse is the mean of the heavy- and light-hole inverse masses, gives \(\sigma=0.469\), above the bound by 0.015, and the Gaussian basis finds no binding there. That does not prove its absence, but the convergence above makes binding unlikely. The choice of hole mass thus decides whether the one-band model binds at all, and a reliable number for this material needs the coupled valence bands.

The effect of lattice motion can be estimated roughly. When the lattice cannot follow the carriers, screening weakens at short range. A Haken-type interaction describes this by adding, to each Coulomb term, the same term times \(\varepsilon/\varepsilon_\infty-1\) and a factor \(e^{-r/\rho}\), with \(\rho=\sqrt{\hbar^2/(2m\hbar\omega)}\); for the electron–hole pair the two exponentials are averaged. Using the same form for the fixed donor, whose static charge the lattice can follow, is an assumption, and both the size and the sign of the result depend on it. With \(\varepsilon_\infty=10.9\) and \(\hbar\omega=0.036\) eV, \(\rho\) is 4.0 nm for the electron and 1.5 nm for the hole. The first-order shift of the complex, less that of the donor, lowers \(B\) by 0.00002 eV, or 5%, when the two donor terms carry full weight. With half weight, as the electron–hole average gives for \(\rho=0\) at the fixed charge, \(B\) rises by 0.00003 eV, or 10%; with no donor terms it rises by 0.00008 eV, or 25%. The estimate therefore shows only that the effect may reach tens of percent; self-energy changes are left out. At 2 K, \(kT\) is 0.00017 eV, half of \(B\), and the two are equal at 3.9 K. Central-cell forces and electron–hole exchange are not included.
